# RPA Correlation Energy of the Electron Gas and Its Coupling Integral: verification in Python

```python
"""RPA correlation energy per electron of the unpolarized uniform electron gas.

Result under test (hartree atomic units):
  e_c = (3 kF^2 / 4 pi) Int dQ Q^3 Int du [ln(1 + A) - A],
  A = 4 R(Q,u) / (pi kF Q^2),  both integrals from 0 to infinity.
rs: density parameter; kF: Fermi wave number; Q = q/kF;
u = (imaginary frequency)/(q kF); R: Lindhard function divided by its
static long-wave value; S: static structure factor (S0: Hartree-Fock);
g(0): pair distribution function at contact.
The integral is compared with zero-point energies found by diagonalization.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gauss(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (x + 1), half * w


def fermi_wave_number(rs):
    return (9 * np.pi / 4) ** (1 / 3) / rs


def lindhard(Q, u):
    log_term = np.log1p(2 * Q / ((1 - Q / 2) ** 2 + u ** 2))
    angles = np.arctan((1 + Q / 2) / u) + np.arctan((1 - Q / 2) / u)
    return 0.5 * (1 + (1 + u**2 - Q**2 / 4) / (2 * Q) * log_term - u * angles)


def ring_integrands(Q, kf, count):
    """Return de_c/dQ and S - S0 at one reduced momentum Q."""
    strength = 4 / (np.pi * kf)
    x, w = gauss(0, 1, count)
    scale = np.sqrt(strength) / Q + 1 + Q / 2
    u = scale * x**2 / (1 - x)
    du = w * scale * (2 * x * (1 - x) + x**2) / (1 - x) ** 2
    A = strength * lindhard(Q, u) / Q**2
    # The series avoids loss of digits when A is small.
    ring = np.where(np.abs(A) < 1e-4, -A**2 / 2 + A**3 / 3 - A**4 / 4,
                    np.log1p(A) - A)
    energy = 3 * kf**2 / (4 * np.pi) * Q**3 * np.sum(du * ring)
    structure = -0.75 * kf * Q**3 * np.sum(du * A**2 / (1 + A))
    return energy, structure


def tail_grid(start, count):
    x, w = gauss(0, 1, count)
    return start / x, w * start / x**2


def momentum_panels(kf, count):
    split = min(1.0, np.sqrt(4 / (np.pi * kf)))
    return [gauss(0, split, count), gauss(split, 2, count),
            gauss(2, 4, count), tail_grid(4, count)]


def rpa(rs, q_count=40, u_count=160):
    """Energies of Q<2, 2<Q<4, Q>4 and the RPA change of g(0)."""
    kf = fermi_wave_number(rs)
    energies, contact = [], 0.0
    for nodes, weights in momentum_panels(kf, q_count):
        values = np.array([ring_integrands(Q, kf, u_count) for Q in nodes])
        energies.append(np.sum(weights * values[:, 0]))
        contact += 1.5 * np.sum(weights * nodes**2 * values[:, 1])
    return np.array([energies[0] + energies[1], energies[2], energies[3]]), contact


def allowed_area(t, Q):
    """Pauli-allowed slice area divided by pi, for k component t along q."""
    return max(0.0, (1 - t**2) - max(0.0, 1 - (t + Q) ** 2))


def zero_point_sum(Q, kf, coupling=1.0, count=60):
    """Sum of Omega - Delta - first-order shift, in units of kF^2."""
    edges = [-Q / 2, 1 - Q, 1] if Q < 2 else [-1, 1]
    parts = [gauss(a, b, count) for a, b in zip(edges[:-1], edges[1:])]
    t = np.concatenate([part[0] for part in parts])
    w = np.concatenate([part[1] for part in parts])
    area = np.array([allowed_area(value, Q) for value in t])
    delta = Q * t + Q**2 / 2
    shift = coupling * w * area / (np.pi * kf * Q**2)
    vector = np.sqrt(2 * shift * delta)
    matrix = np.diag(delta**2) + np.outer(vector, vector)
    omega = np.sqrt(np.maximum(np.linalg.eigvalsh(matrix), 0))
    return np.sum(omega) - np.sum(delta) - np.sum(shift)


def fitted_energy(name, rs):
    density = np.array([3 / (4 * np.pi * rs**3)])
    return float(np.ravel(libxc.eval_xc(name, density, spin=0)[0])[0])


# Closed Lindhard function against the sum over Pauli-allowed pairs.
for Q, u in [(0.3, 0.2), (1.0, 0.5), (1.7, 1.4), (3.0, 0.8)]:
    def pair_term(t):
        delta = Q * t + Q**2 / 2
        return 0.5 * allowed_area(t, Q) * delta / (delta**2 + (Q * u) ** 2)
    edges = [-Q / 2, 1 - Q, 1] if Q < 2 else [-1, 1]
    direct = sum(quad(pair_term, a, b, epsabs=1e-11)[0]
                 for a, b in zip(edges[:-1], edges[1:]))
    assert abs(direct - lindhard(Q, u)) < 1e-8

# Structure factor against the coupling derivative of zero-point energies.
kf_test, Q_test, step = fermi_wave_number(2), 1.0, 1e-3
slope = (zero_point_sum(Q_test, kf_test, 1 + step)
         - zero_point_sum(Q_test, kf_test, 1 - step)) / (2 * step)
structure_modes = 0.75 * np.pi * kf_test * Q_test**2 * slope
structure_integral = ring_integrands(Q_test, kf_test, 200)[1]
assert abs(structure_modes - structure_integral) < 1e-5

# Solving the spin-resolved response gives one correction for all spin pairs.
bare = np.diag([-0.3, -0.3])
full = np.linalg.solve(np.eye(2) - bare @ (1.7 * np.ones((2, 2))), bare)
assert np.ptp(full - bare) < 1e-12 and np.max(full - bare) > 0.01

# Large-momentum tail against its leading asymptotic form.
tail_start = 40.0
tail_nodes, tail_weights = tail_grid(tail_start, 40)
tail = sum(w * ring_integrands(Q, kf_test, 200)[0]
           for Q, w in zip(tail_nodes, tail_weights))
tail_formula = -4 / (9 * np.pi**2 * tail_start**3)
assert abs(tail / tail_formula - 1) < 0.02

# High-density logarithm; finite rs leaves a correction below one percent.
rs_low, rs_high = 0.001, 0.002
log_slope = (rpa(rs_high, 60, 240)[0].sum()
             - rpa(rs_low, 60, 240)[0].sum()) / np.log(rs_high / rs_low)
log_limit = (1 - np.log(2)) / np.pi**2
assert abs(log_slope / log_limit - 1) < 0.01

print("Energies are per electron; Ha = hartree")
print(f"Sample at rs=2, Q=1, u=0.5: R = {lindhard(1.0, 0.5):.6f}, "
      f"A = {4 * lindhard(1.0, 0.5) / (np.pi * kf_test):.6f} (no unit)")
print(f"S-S0 at rs=2, Q=1: integral {structure_integral:.6f}, "
      f"modes {structure_modes:.6f} (no unit)")
print(f"Tail Q>{tail_start:.0f}, rs=2: {tail:.4e} Ha, "
      f"asymptotic {tail_formula:.4e} Ha")
print(f"Slope de_c/dln(rs), rs={rs_low} to {rs_high}: {log_slope:.6f} Ha, "
      f"limit {log_limit:.6f} Ha")

targets = {1: -0.079, 2: -0.062, 5: -0.042}
rpa_energy, qmc_energy = {}, {}
for rs, target in targets.items():
    kf = fermi_wave_number(rs)
    coarse, contact_coarse = rpa(rs)
    fine, contact = rpa(rs, 60, 240)
    energy = fine.sum()
    assert abs(coarse.sum() - energy) < 1e-6
    assert abs(contact_coarse - contact) < 1e-4
    # Targets are rounded values, so one unit in their last digit is allowed.
    assert abs(energy - target) < 1e-3

    mode_energy = 0.0
    for nodes, weights in momentum_panels(kf, 40)[:3]:
        sums = np.array([zero_point_sum(Q, kf) for Q in nodes])
        mode_energy += 0.75 * kf**2 * np.sum(weights * nodes**2 * sums)
    assert abs(mode_energy - coarse[:2].sum()) < 2e-6

    # The published RPA fit has an error of several tenths of a millihartree.
    rpa_fit = fitted_energy("LDA_C_VWN_RPA", rs)
    assert abs(rpa_fit - energy) < 1e-3
    fits = [fitted_energy(name, rs)
            for name in ("LDA_C_PW", "LDA_C_PZ", "LDA_C_VWN")]
    gap = energy - fits[0]
    assert gap < 0 and abs(gap) > 10 * np.ptp(fits)
    assert contact < 0
    if rs >= 2:
        assert 0.5 + contact < 0
    rpa_energy[rs], qmc_energy[rs] = energy, fits[0]

    print(f"--- rs = {rs} bohr, kF = {kf:.6f} 1/bohr")
    print(f"Q<2: {fine[0]:.6f}, 2<Q<4: {fine[1]:.6f}, Q>4: {fine[2]:.6f} Ha")
    print(f"RPA e_c: coarse grid {coarse.sum():.7f}, fine grid {energy:.7f} Ha")
    print(f"RPA e_c = {energy:.5f} Ha = {energy * HARTREE_EV:.4f} eV")
    print(f"Q<4 part: integral {coarse[:2].sum():.7f}, "
          f"zero-point modes {mode_energy:.7f} Ha")
    print(f"Published RPA fit (VWN): {rpa_fit:.5f} Ha")
    print(f"QMC fits: PW92 {fits[0]:.5f}, PZ81 {fits[1]:.5f}, "
          f"VWN5 {fits[2]:.5f} Ha; spread {np.ptp(fits):.5f} Ha")
    print(f"PW92 e_c = {fits[0] * HARTREE_EV:.4f} eV")
    print(f"RPA - PW92 = {gap:.5f} Ha; RPA/PW92 = {energy / fits[0]:.4f}")
    print(f"RPA contact values: change {contact:.4f}, total g(0) "
          f"{0.5 + contact:.4f}, parallel {contact:.4f} (no unit)")

rpa_change = rpa_energy[5] - rpa_energy[1]
qmc_change = qmc_energy[5] - qmc_energy[1]
assert abs(rpa_change - qmc_change) < abs(rpa_energy[5] - qmc_energy[5])
print(f"e_c(rs=5) - e_c(rs=1): RPA {rpa_change:.5f}, PW92 {qmc_change:.5f}, "
      f"error {rpa_change - qmc_change:.5f} Ha")
print("every check passed")
```

It prints:

```
Energies are per electron; Ha = hartree
Sample at rs=2, Q=1, u=0.5: R = 0.393748, A = 0.522454 (no unit)
S-S0 at rs=2, Q=1: integral -0.190904, modes -0.190904 (no unit)
Tail Q>40, rs=2: -7.0372e-07 Ha, asymptotic -7.0362e-07 Ha
Slope de_c/dln(rs), rs=0.001 to 0.002: 0.031059 Ha, limit 0.031091 Ha
--- rs = 1 bohr, kF = 1.919158 1/bohr
Q<2: -0.072824, 2<Q<4: -0.005262, Q>4: -0.000714 Ha
RPA e_c: coarse grid -0.0787995, fine grid -0.0787995 Ha
RPA e_c = -0.07880 Ha = -2.1442 eV
Q<4 part: integral -0.0780853, zero-point modes -0.0780853 Ha
Published RPA fit (VWN): -0.07931 Ha
QMC fits: PW92 -0.05977, PZ81 -0.05963, VWN5 -0.06002 Ha; spread 0.00039 Ha
PW92 e_c = -1.6265 eV
RPA - PW92 = -0.01903 Ha; RPA/PW92 = 1.3183
RPA contact values: change -0.6258, total g(0) -0.1258, parallel -0.6258 (no unit)
--- rs = 2 bohr, kF = 0.959579 1/bohr
Q<2: -0.055905, 2<Q<4: -0.005182, Q>4: -0.000714 Ha
RPA e_c: coarse grid -0.0618012, fine grid -0.0618012 Ha
RPA e_c = -0.06180 Ha = -1.6817 eV
Q<4 part: integral -0.0610876, zero-point modes -0.0610876 Ha
Published RPA fit (VWN): -0.06246 Ha
QMC fits: PW92 -0.04476, PZ81 -0.04509, VWN5 -0.04478 Ha; spread 0.00033 Ha
PW92 e_c = -1.2180 eV
RPA - PW92 = -0.01704 Ha; RPA/PW92 = 1.3807
RPA contact values: change -1.1594, total g(0) -0.6594, parallel -1.1594 (no unit)
--- rs = 5 bohr, kF = 0.383832 1/bohr
Q<2: -0.036791, 2<Q<4: -0.004967, Q>4: -0.000712 Ha
RPA e_c: coarse grid -0.0424699, fine grid -0.0424699 Ha
RPA e_c = -0.04247 Ha = -1.1557 eV
Q<4 part: integral -0.0417579, zero-point modes -0.0417579 Ha
Published RPA fit (VWN): -0.04310 Ha
QMC fits: PW92 -0.02822, PZ81 -0.02834, VWN5 -0.02813 Ha; spread 0.00021 Ha
PW92 e_c = -0.7678 eV
RPA - PW92 = -0.01425 Ha; RPA/PW92 = 1.5052
RPA contact values: change -2.5288, total g(0) -2.0288, parallel -2.5288 (no unit)
e_c(rs=5) - e_c(rs=1): RPA 0.03633, PW92 0.03156, error 0.00477 Ha
every check passed
```
